# Two meanings of a delta potential in the one-dimensional Dirac equation

**Q.** I want the bound state of an electron on a line with the Dirac Hamiltonian

\[
H=-i\hbar c\,\sigma_x\frac{d}{dx}+mc^2\sigma_z+V(x),\qquad V(x)=-g\,\delta(x),\quad g>0 .
\]

The potential multiplies both spinor components equally. The delta function is completely specified by its strength, so there should be one energy for each \(g\). I integrate across the origin, use \(\delta(x)\psi(x)=\delta(x)\psi(0)\), and match decaying solutions. What could be ambiguous?

**A.** The value \(\psi(0)\). In the Schrödinger equation a delta potential produces a kink in a continuous function, so the function has a value at the origin. The Dirac equation is of first order. A delta function in it must be balanced by a delta function in \(\psi'\), so \(\psi\) itself jumps. The product \(\delta(x)\psi(x)\) then has no meaning until a rule is added.

**Q.** Then I take the mean of the two sides, \(\psi(0)\to\frac12(\psi_++\psi_-)\), where \(\psi_\pm=\psi(0^\pm)\). The delta function is even, so surely that is what a very narrow well would give.

**A.** Both halves of that can be checked. First, your rule. The terms with \(E\) and \(mc^2\) contribute nothing over an interval of vanishing length, so integration leaves

\[
-i\hbar c\,\sigma_x(\psi_+-\psi_-)-\frac g2(\psi_++\psi_-)=0 .
\]

Multiply by \(i\sigma_x/(\hbar c)\), use \(\sigma_x^2=1\), and define the dimensionless strength \(\theta=g/(\hbar c)\):

\[
\psi_+-\psi_-=\frac{i\theta}{2}\sigma_x(\psi_++\psi_-)
\quad\Rightarrow\quad
\psi_+=\frac{1+i\theta\sigma_x/2}{1-i\theta\sigma_x/2}\,\psi_- .
\]

On the eigenvectors of \(\sigma_x\), with eigenvalues \(\pm1\), the fraction is a number of modulus one with phase \(\pm2\arctan(\theta/2)\). Therefore

\[
\psi_+=e^{i\alpha\sigma_x}\psi_-,\qquad \alpha=2\arctan(\theta/2).
\]

For the energy we need the decaying solutions outside. Write \(\psi=(a,ib)\). The two rows of \(H\psi=E\psi\) become

\[
\hbar c\,b'=(E-V-mc^2)a,\qquad \hbar c\,a'=-(E+mc^2-V)b .
\]

These equations are real, so a bound state can be taken with real \(a\) and \(b\). Put \(E=mc^2\cos\varphi\) with \(0<\varphi<\pi\). Where \(V=0\), a solution proportional to \(e^{-\kappa x}\) on the right has \(\hbar c\kappa=\sqrt{m^2c^4-E^2}=mc^2\sin\varphi\), and the second equation gives

\[
\frac ba=\frac{\hbar c\kappa}{E+mc^2}=\frac{\sin\varphi}{1+\cos\varphi}=\tan\frac\varphi2 .
\]

On the left \(\kappa\) changes sign, and so does the ratio. In the \((a,b)\) plane the spinor thus arrives at the origin with polar angle \(-\varphi/2\) and must leave with angle \(\varphi/2\), up to a multiple of \(\pi\), which only changes its overall sign.

The matrix \(e^{i\alpha\sigma_x}\) sends \((a,ib)\) to \((a\cos\alpha-b\sin\alpha,\;i[b\cos\alpha+a\sin\alpha])\), which is a rotation of \((a,b)\) by \(\alpha\). Hence \(-\varphi/2+\alpha=\varphi/2+n\pi\). Since \(0<\alpha<\pi\), this requires \(n=0\) and \(\varphi=\alpha\). With \(\cos(2\arctan t)=(1-t^2)/(1+t^2)\), your rule gives

\[
E_{\rm mean}=mc^2\cos\!\left(2\arctan\frac\theta2\right)=mc^2\,\frac{1-\theta^2/4}{1+\theta^2/4}.
\]

**Q.** That is the formula I had. Now show me that the narrow well disagrees.

**A.** Take any local well of width \(w\) with \(\int V\,dx=-g\), and follow the spinor through it. Set \(a=r\cos\chi\), \(b=r\sin\chi\). Then \(\chi'=(ab'-ba')/r^2\), and the two real equations give

\[
\hbar c\,\chi'=(E-V-mc^2)\cos^2\chi+(E-V+mc^2)\sin^2\chi
=E-V-mc^2\cos2\chi .
\]

No approximation has been made. Integrate across the well, from \(-\varphi/2\) to \(\varphi/2+n\pi\):

\[
\varphi+n\pi=\theta+R,\qquad
R=\frac1{\hbar c}\int_{\rm well}(E-mc^2\cos2\chi)\,dx .
\]

The potential enters through its area, which gives \(\theta\), and otherwise only through \(\chi\) inside a cosine. Therefore

\[
|R|\le\frac{(mc^2+|E|)\,w}{\hbar c},
\]

which vanishes with \(w\) whatever the shape of the well. The length \(r\) obeys \(r'/r=(aa'+bb')/r^2=-(mc/\hbar)\sin2\chi\), so it too is unchanged in the limit. A narrowing local well therefore rotates every spinor by the full angle \(\theta\):

\[
\psi_+=e^{i\theta\sigma_x}\psi_-,\qquad
E_{\rm local}=mc^2\cos\theta\quad(0<\theta<\pi).
\]

There is one such level. Start at \(-\varphi/2\) and compare the outgoing angle with \(\varphi/2\): the difference is \(\theta-\varphi+R\). It falls steadily as \(\varphi\) grows, because the starting angle, the energy driving \(\chi'\), and \(-\varphi/2\) all fall. Over \(0<\varphi<\pi\) it drops from near \(\theta\) to near \(\theta-\pi\), so for small \(w\) it meets one multiple of \(\pi\), provided \(\theta\) is not itself such a multiple.

**Q.** But the narrow well does become an even spike. Where does the mean value fail?

**A.** The spinor turns by a finite angle inside the well, however narrow the well is, because the depth grows as the width shrinks. What the equation needs is the average of \(\psi\) weighted by the potential. Let \(F(x)\) be the fraction of the total strength already crossed, so that \(F'=-V/g\) and \(F\) goes from 0 to 1. In the limit \(\psi=e^{i\theta F\sigma_x}\psi_-\), and

\[
\int F'\psi\,dx=\int_0^1 e^{i\theta F\sigma_x}dF\;\psi_-
=\frac{e^{i\theta\sigma_x}-1}{i\theta\sigma_x}\,\psi_- .
\]

The endpoint mean is \(\frac12(e^{i\theta\sigma_x}+1)\psi_-\). Since \((e^{iy}-1)/(e^{iy}+1)=i\tan(y/2)\), the ratio of the first to the second is

\[
\frac{2}{i\theta\sigma_x}\,i\tan\frac{\theta\sigma_x}{2}=\frac{\tan(\theta/2)}{\theta/2},
\]

where the last step holds because the expression is even in \(\sigma_x\). For \(0<\theta<\pi\) the ratio exceeds one. The chord between the endpoints of an arc passes closer to the centre than the arc does, so averaging the endpoints underestimates the spinor inside the well. Evenness does not help: the ratio is the same for symmetric and lopsided wells.

**Q.** So the mean-value rule is simply wrong?

**A.** It is wrong as a description of narrowing local wells. As a Hamiltonian it is sound. For any real \(\alpha\), \(U=e^{i\alpha\sigma_x}\) satisfies \(U^\dagger\sigma_xU=\sigma_x\), so the current \(c\,\psi^\dagger\sigma_x\psi\) is the same on both sides. The boundary term in \(\langle\phi|H\psi\rangle-\langle H\phi|\psi\rangle\) is proportional to \(\phi_+^\dagger\sigma_xU\psi_--\phi_-^\dagger\sigma_x\psi_-\). It vanishes for every \(\psi_-\) precisely when \(\phi_+=U\phi_-\), the same condition that \(\psi\) obeys, so \(H\) is self-adjoint. The two prescriptions pick members of one family and attach the same label \(g\) to them. For \(0<\theta<\pi\) these members always differ, because \(\tan(\theta/2)>\theta/2\).

At the same strength \(g\), the mean-value member is also a limit of smooth interactions, but of nonlocal ones. Replace \(V\psi\) by

\[
-g\,f(x)\,S,\qquad S=\int f(y)\psi(y)\,dy,\qquad \int f\,dx=1,
\]

and let \(f\) narrow to a delta function. Across the narrow region the mass and energy terms drop out, leaving \(\psi'=i\theta\sigma_xf(x)S\). With \(F=\int_{-\infty}^xf\,dy\),

\[
\psi=\psi_-+i\theta\sigma_xF\,S,\qquad
S=\psi_-+i\theta\sigma_xS\int fF\,dx=\psi_-+\frac{i\theta}2\sigma_xS,
\]

because \(fF=(F^2/2)'\). Since \(\psi_+=\psi_-+i\theta\sigma_xS\), this \(S\) equals \(\frac12(\psi_++\psi_-)\). Here the weighted average is the endpoint mean, and your rule follows.

**Q.** I would never write down a nonlocal potential. I would put \(-g\delta(x)\) into a plane-wave basis and diagonalize.

**A.** Then you would have written one down. In a box of length \(L\), every matrix element of the delta function between plane waves is \(-g/L\). Cutting the basis at \(|k|\le K\) makes this a separable interaction. Let \(\psi_k\) be the spinor coefficients and \(S=L^{-1/2}\sum_k\psi_k\). The eigenvalue equation is

\[
(E-\hbar ck\,\sigma_x-mc^2\sigma_z)\psi_k=-\frac{g}{\sqrt L}\,S .
\]

Multiply by \(E+\hbar ck\sigma_x+mc^2\sigma_z\). The left side becomes \((E^2-m^2c^4-\hbar^2c^2k^2)\psi_k=-\hbar^2c^2(\kappa^2+k^2)\psi_k\). Solve for \(\psi_k\) and sum; the term odd in \(k\) cancels. For a large box,

\[
S=\frac{g\,(E+mc^2\sigma_z)}{\hbar^2c^2}\int_{-K}^{K}\frac{dk}{2\pi}\frac1{\kappa^2+k^2}\;S
=\frac{g\,(E+mc^2\sigma_z)}{\hbar^2c^2}\,\frac{\arctan(K/\kappa)}{\pi\kappa}\;S .
\]

As \(K\to\infty\) the last fraction tends to \(1/(2\kappa)\). The upper component then requires

\[
1=\frac{g(E+mc^2)}{2\hbar^2c^2\kappa}=\frac\theta2\,\frac{1+\cos\varphi}{\sin\varphi}=\frac\theta2\cot\frac\varphi2 ,
\]

so \(\varphi=2\arctan(\theta/2)\). The lower component would need \(E-mc^2>0\), which is impossible for a level in the gap. The basis calculation converges, and it converges to \(E_{\rm mean}\). This rests on the cutoff being symmetric in \(k\): the odd term falls off only as \(1/k\), and with \(k\) running from \(-K\) to \(2K\) its integral tends to \(\ln2\) instead of zero, which gives yet another limit (298.8 keV instead of 302.2 keV in the example below). To reach \(E_{\rm local}\), the basis must keep resolving the well as it narrows. The safe order is to complete the basis at fixed well width and narrow the well afterwards. The two limits do not commute.

**Q.** Is the difference large enough to matter?

**A.** Take an electron and the round model strength \(g=200\) keV pm. With \(\hbar c=197.327\) keV pm and \(mc^2=510.999\) keV, \(\theta=200/197.327=1.01355\). Then

\[
E_{\rm local}=510.999\cos(1.01355)=270.24\ \text{keV}\;(4.3298\times10^{-14}\ \text{J}),
\]
\[
E_{\rm mean}=510.999\cos(0.93810)=302.16\ \text{keV}\;(4.8412\times10^{-14}\ \text{J}).
\]

The binding energies \(mc^2-E\) are 240.8 and 208.8 keV. The mean-value rule loses 31.9 keV, or 13% of the local binding energy.

Actual wells show which value they approach. Square wells of width 0.1, 0.01 and 0.001 pm give 300.39, 273.66 and 270.59 keV. The first lies close to \(E_{\rm mean}\), but only in passing. The approach can be predicted. To lowest order in \(w\), the angle in a square well grows evenly from \(-\theta/2\) to \(\theta/2\). With \(\lambda=\hbar/(mc)=0.386\) pm,

\[
R\approx\frac w\lambda\int_{-1/2}^{1/2}\left[\cos\theta-\cos(2\theta u)\right]du
=\frac w\lambda\left(\cos\theta-\frac{\sin\theta}\theta\right),
\]

and \(E=mc^2\cos(\theta+R)\approx mc^2(\cos\theta-R\sin\theta)\). This is a slope of 346.5 keV/pm: a predicted rise of 3.46 keV at 0.01 pm, against the computed 3.41 keV. "Narrow" therefore means narrow compared with \(\lambda\) at this strength. At 0.001 pm, a ramp-shaped well and one that changes sign give 270.52 and 269.99 keV, so all three shapes lie within 0.4 keV of \(E_{\rm local}\).

**Q.** And the plane waves?

**A.** The delta function in the basis, extrapolated to infinite cutoff, gives 302.16 keV. Narrowing separable potentials extrapolate to 302.22 keV, within 0.06 keV of \(E_{\rm mean}\).

The competition between the limits appears if the cutoff is fixed at \(K=251\) pm\(^{-1}\), so that \(1/K=0.004\) pm, and a local Gaussian well of standard deviation \(s\) is narrowed:

| \(s\) (pm) | \(E\) (keV) |
|---|---|
| 0.04 | 308.7 |
| 0.02 | 291.3 |
| 0.01 | 281.4 |
| 0.005 | 281.9 |
| 0.0002 | 303.8 |
| 0 | 303.9 |

At first the basis resolves the well and the energy falls towards \(E_{\rm local}\); at \(s=0.02\) pm it agrees with direct integration of the Dirac equation to 0.002 keV. Once \(s\) is comparable with \(1/K\), the fall stops, well short of 270.2 keV, and the energy climbs back. The end value lies 1.7 keV above \(E_{\rm mean}\) because \(K\) is finite: \(\arctan(K/\kappa)\) is below \(\pi/2\), which weakens the attraction.

**Q.** Could I keep the mean-value rule and correct the strength?

**A.** Yes. Choose \(g'\) so that \(2\arctan[g'/(2\hbar c)]=\theta\):

\[
g'=2\hbar c\tan\frac{g}{2\hbar c}\qquad(0<\theta<\pi).
\]

This is \(g\) times the ratio of averages found above. Here the ratio is 1.0954 and \(g'=219.08\) keV pm. The delta function in the plane-wave basis with this strength extrapolates to 270.24 keV, the local result.

**Q.** For a weak potential the distinction must disappear, since the Schrödinger delta well is unambiguous.

**A.** It disappears at leading order. Expanding both formulas,

\[
E_{\rm local}=mc^2\left(1-\frac{\theta^2}2+\frac{\theta^4}{24}-\dots\right),\qquad
E_{\rm mean}=mc^2\left(1-\frac{\theta^2}2+\frac{\theta^4}{8}-\dots\right).
\]

The common term is \(-mc^2\theta^2/2=-mg^2/(2\hbar^2)\), the energy of the Schrödinger bound state. The first relativistic correction already differs by a factor of three. For \(g=20\) keV pm the common term is \(-2.6247\) keV, and the full corrections are 0.0022 and 0.0067 keV. Anyone using this model to judge a relativistic correction must therefore say which delta potential is meant, even at weak coupling. The width of a real well matters too. For small \(\theta\), the slope found above for a square well gives a rise of \(mc^2\theta^3w/(3\lambda)\), while the two formulas differ by \(mc^2\theta^4/12\). The well shows the local correction clearly only if \(w\) is small compared with \(\theta\lambda/4\).

**Q.** And at strong coupling? A cosine would bring the level back up after \(\theta=\pi\).

**A.** The formula \(mc^2\cos\theta\) stops there. The condition was \(\varphi=\theta-n\pi\) with \(0<\varphi<\pi\), so beyond the first interval

\[
E_{\rm local}=mc^2\cos(\theta\bmod\pi).
\]

At \(g=\pi\hbar c=619.9\) keV pm the level reaches \(-mc^2\), where \(\kappa=0\) and it is no longer bound. For larger \(g\) a new level descends from \(+mc^2\). This sharp handover belongs to the zero-width limit. In a well of finite width \(R\ge0\) at the top of the gap and \(R\le0\) at the bottom, so the new level binds before the old one leaves: at \(g=\pi\hbar c\) a square well of width 0.1 pm holds two levels, at 498.1 and \(-490.5\) keV. The mean-value angle stays below \(\pi\) at every finite \(g\), so its level approaches \(-mc^2\) without reaching it.

At \(g=800\) keV pm, \(\theta=4.0542\). The local limit gives \(510.999\cos(4.0542-\pi)=312.6\) keV, while the mean-value rule gives \(-311.0\) keV. Even the sign of the energy depends on the prescription. These are levels of a one-particle equation; how a many-electron system responds when a level meets the lower continuum is outside the model.

**Q.** Then \(-g\delta(x)\) is an abbreviation, and I have to say for what.

**A.** Yes, and the jump condition says it. If the delta stands for a short-range local potential, use \(\psi_+=e^{i\theta\sigma_x}\psi_-\). If it stands for the narrow limit of the separable interaction above, or for a bare delta in a plane-wave basis whose symmetric cutoff \(|k|\le K\) is then raised to infinity, the angle is \(2\arctan(\theta/2)\). The remaining figures for these cases are in the numerical output below.

## Table of computed values

```
hbar c = 197.3270 keV pm
m c^2 = 510.9990 keV
reduced Compton length = 0.38616 pm
strength g = 200.0 keV pm, theta = 1.01355 rad
mean-value angle 2 arctan(theta/2) = 0.93810 rad
local-limit energy = 270.244 keV = 4.32979e-14 J
mean-value energy = 302.163 keV = 4.84119e-14 J
mean-value minus local = 31.919 keV
decay constant, local = 2.1978 1/pm
decay constant, mean-value = 2.0884 1/pm
square-well first-order slope dE/dw = 346.490 keV/pm
square well w = 0.100 pm, depth 2000 keV: E = 300.388 keV
square well w = 0.010 pm, depth 20000 keV: E = 273.658 keV
square well w = 0.001 pm, depth 200000 keV: E = 270.590 keV
shape square, w = 0.001 pm: E = 270.590 keV
shape ramp, w = 0.001 pm: E = 270.520 keV
shape sign-changing, w = 0.001 pm: E = 269.992 keV
bound on angle error at w = 0.001 pm = 0.00396 rad
weighted average / endpoint mean = 1.09542
tan(theta/2)/(theta/2) = 1.09542
separable, sigma = 0.04 pm: E = 329.617 keV
separable, sigma = 0.02 pm: E = 316.800 keV
separable, sigma = 0.01 pm: E = 309.729 keV
separable, extrapolated to zero width: E = 302.216 keV
translated mean-value strength = 219.084 keV pm
delta in basis, g = 200.000 keV pm, infinite cutoff: E = 302.161 keV
delta in basis, g = 219.084 keV pm, infinite cutoff: E = 270.242 keV
delta in basis, g = 800.000 keV pm, infinite cutoff: E = -310.966 keV
fixed basis: box 6.0 pm, cutoff K = 251.33 1/pm, 1/K = 0.00398 pm
fixed basis, local sigma = 0.0400 pm: E = 308.688 keV
fixed basis, local sigma = 0.0200 pm: E = 291.288 keV
fixed basis, local sigma = 0.0100 pm: E = 281.375 keV
fixed basis, local sigma = 0.0050 pm: E = 281.859 keV
fixed basis, local sigma = 0.0002 pm: E = 303.829 keV
fixed basis, local sigma = 0.0000 pm: E = 303.909 keV
complete space, local sigma = 0.0200 pm: E = 291.290 keV
weak g = 20.0 keV pm, theta = 0.10135 rad
weak: nonrelativistic E - mc^2 = -2.624684 keV
weak: local E - mc^2 = -2.622438 keV, correction 0.002246 keV
weak: mean-value E - mc^2 = -2.617961 keV, correction 0.006723 keV
local level reaches -mc^2 at g = 619.921 keV pm
strong g = 800.0 keV pm, theta = 4.05418 rad
strong: local-limit E = 312.577 keV
strong: mean-value E = -310.964 keV
```
